# Reconnected alpha and beta sheets in a t2g model of Sr2RuO4: a numerical check

```python
"""
Result under test: in a t2g layer model with the topology of Sr2RuO4, crossing
open xz and yz Fermi sheets reconnect into a closed electron pocket (beta, around
Gamma) and a closed hole pocket (alpha, around M). On kx = ky the two-orbital
splitting is 2*sqrt(V^2 + lambda^2/4), V = -4 g sin(kx) sin(ky).
With xy included, V stays the real part of the xz-yz mixing and spin-orbit the
imaginary part, lambda/2 + d, where d = lambda^2 / (4 (E - e_xy)).
Symbols: t1, t2 = strong and weak xz/yz hopping; t3, t4 = near and diagonal xy
hopping; g = diagonal xz-yz hopping; lam = spin-orbit constant; mu = chemical
potential. Energies in meV, momenta in 1/a. Orbital order: yz, xz, xy.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.ndimage import label

t1, t2, t3, t4, g0, lam0 = 100.0, 10.0, 80.0, 35.0, 5.0, 40.0
pi = np.pi


def bare(kx, ky, mu):
    cx, cy = np.cos(kx), np.cos(ky)
    e_yz = -2*t2*cx - 2*t1*cy - mu
    e_xz = -2*t1*cx - 2*t2*cy - mu
    e_xy = -2*t3*(cx + cy) - 4*t4*cx*cy - mu
    return e_yz, e_xz, e_xy


def hop(kx, ky, g):
    return -4*g*np.sin(kx)*np.sin(ky)


def block(kx, ky, mu, g=g0, lam=lam0):
    """Hamiltonian in the basis yz up, xz up, xy down."""
    kx, ky = np.broadcast_arrays(kx, ky)
    h = np.zeros(kx.shape + (3, 3), complex)
    for i, e in enumerate(bare(kx, ky, mu)):
        h[..., i, i] = e
    h[..., 0, 1] = hop(kx, ky, g) + 0.5j*lam
    h[..., 0, 2] = -0.5*lam
    h[..., 1, 2] = 0.5j*lam
    for i, j in ((0, 1), (0, 2), (1, 2)):
        h[..., j, i] = np.conj(h[..., i, j])
    return h


def levels(kx, ky, mu, n_orb=3, g=g0, lam=lam0):
    return np.linalg.eigvalsh(block(kx, ky, mu, g, lam)[..., :n_orb, :n_orb])


# Spin-orbit matrix from the complete l = 2 shell, projected on real t2g orbitals
m = np.arange(2, -3, -1)
Lz = np.diag(m).astype(complex)
Lp = np.zeros((5, 5), complex)
for i in range(1, 5):
    Lp[i-1, i] = np.sqrt(6 - m[i]*(m[i] + 1))
Lx, Ly = (Lp + Lp.conj().T)/2, (Lp - Lp.conj().T)/2j
P = np.array([[0, 1j, 0, 1j, 0], [0, -1, 0, 1, 0], [-1j, 0, 0, 0, 1j]]).T/np.sqrt(2)
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)
soc = sum(0.5*lam0*np.kron(P.conj().T @ L @ P, s)
          for L, s in ((Lx, sx), (Ly, sy), (Lz, sz)))
up, down = [0, 2, 5], [1, 3, 4]
assert np.allclose(soc[np.ix_(up, down)], 0)
only_soc = block(0.0, 0.0, 0.0) - np.diag(bare(0.0, 0.0, 0.0))
assert np.allclose(soc[np.ix_(up, up)], only_soc)

# Spectrum of a periodic real-space lattice against the momentum-space blocks
n_site = 6
H = np.zeros((n_site**2*6,)*2, complex)
hoppings = {}
for s in (1, -1):
    hoppings[(s, 0)] = np.diag([-t2, -t1, -t3])
    hoppings[(0, s)] = np.diag([-t1, -t2, -t3])
    for q in (1, -1):
        T = np.diag([0.0, 0.0, -t4])
        T[0, 1] = T[1, 0] = g0*s*q
        hoppings[(s, q)] = T
for x in range(n_site):
    for y in range(n_site):
        a = 6*(x*n_site + y)
        H[a:a+6, a:a+6] += soc
        for (dx, dy), T in hoppings.items():
            b = 6*(((x+dx) % n_site)*n_site + (y+dy) % n_site)
            H[a:a+6, b:b+6] += np.kron(T, np.eye(2))
kl = 2*pi*np.arange(n_site)/n_site
spec_k = np.sort(np.repeat(levels(kl[:, None], kl[None, :], 0.0).ravel(), 2))
lattice_error = np.max(np.abs(np.linalg.eigvalsh(H) - spec_k))
assert lattice_error < 1e-8

# Chemical potential for four electrons, rounded to 1 meV
N = 400
kg = -pi + (np.arange(N) + 0.5)*2*pi/N
KX, KY = np.meshgrid(kg, kg, indexing="ij")
E_abs = levels(KX, KY, 0.0)
flat = np.sort(E_abs.ravel())
mu_grid = 0.5*(flat[2*N*N-1] + flat[2*N*N])
mu = float(np.round(mu_grid))
E3 = E_abs - mu
electrons = 2*np.mean(np.sum(E3 < 0, axis=-1))
assert abs(electrons - 4) < 0.02


def one_closed_piece(mask):
    edge = mask[0].any() or mask[-1].any() or mask[:, 0].any() or mask[:, -1].any()
    return label(mask)[1] == 1 and not edge


def around_M(mask):
    return np.roll(mask, (N//2, N//2), axis=(0, 1))


# Unmixed sheets are open; each kind of mixing alone gives two closed pockets
eyz, exz, exy = bare(KX, KY, mu)
assert (exz < 0)[:, 0].any() and (exz < 0)[:, -1].any() and not (exz < 0)[0].any()
assert (eyz < 0)[0].any() and (eyz < 0)[-1].any() and not (eyz < 0)[:, 0].any()
cases = {"hopping only": (g0, 0.0), "spin-orbit only": (0.0, lam0), "both": (g0, lam0)}
areas = {}
line = np.linspace(-pi, pi, 401)
assert abs(mu) < 2*(t1 - t2)
for name, (g, lam) in cases.items():
    E2 = levels(KX, KY, mu, 2, g, lam)
    beta, alpha = E2[..., 1] < 0, E2[..., 0] > 0
    assert one_closed_piece(beta) and one_closed_piece(around_M(alpha))
    assert np.min(E2[..., 1] - E2[..., 0]) > 0
    assert np.all(levels(pi, line, mu, 2, g, lam)[:, 1] > 0)
    assert np.all(levels(line, pi, mu, 2, g, lam)[:, 1] > 0)
    assert np.all(levels(0.0, line, mu, 2, g, lam)[:, 0] < 0)
    assert np.all(levels(line, 0.0, mu, 2, g, lam)[:, 0] < 0)
    areas[name] = (alpha.mean(), beta.mean())
bare_areas = (np.mean((exz > 0) & (eyz > 0)), np.mean((exz < 0) & (eyz < 0)))

# Three orbitals: closed sheets and interlacing with the two-orbital levels
E2 = levels(KX, KY, mu, 2)
for low, high in ((E3[..., 0], E2[..., 0]), (E2[..., 0], E3[..., 1]),
                  (E3[..., 1], E2[..., 1]), (E2[..., 1], E3[..., 2])):
    assert np.all(low <= high + 1e-9)
assert one_closed_piece(E3[..., 2] < 0) and one_closed_piece(E3[..., 1] < 0)
assert one_closed_piece(around_M(E3[..., 0] > 0))

# Fermi contours found by diagonalization against the product equations
for angle in (0.1, 0.4, pi/4, 1.2):
    ux, uy = np.cos(angle), np.sin(angle)
    rmax = pi/max(ux, uy)
    for n_orb, band, from_M in ((2, 1, 0), (2, 0, 1), (3, 2, 0), (3, 1, 0), (3, 0, 1)):
        def point(r):
            return (pi - r*ux, pi - r*uy) if from_M else (r*ux, r*uy)
        r = brentq(lambda q: levels(*point(q), mu, n_orb)[band], 0, rmax, xtol=1e-13)
        a, b, c = bare(*point(r), mu)
        V = hop(*point(r), g0)
        two = a*b - V**2 - lam0**2/4
        if n_orb == 2:
            assert abs(two) < 1e-6 and (a > 0) == (b > 0) == bool(from_M)
        else:
            assert abs(c*two - lam0**2/4*(a + b - lam0)) < 1e-4

# Exact elimination of xy at general momenta; energies do not know the sign of g
for kx, ky in ((0.7, 1.9), (2.3, 1.1), (2.0, 2.6)):
    a, b, c = bare(kx, ky, mu)
    for E in levels(kx, ky, mu):
        d = lam0**2/(4*(E - c))
        right = hop(kx, ky, g0)**2 + (lam0/2 + d)**2
        assert abs((E-a-d)*(E-b-d) - right) < 1e-6*(1 + right)
    assert np.allclose(levels(kx, ky, mu), levels(kx, ky, mu, g=-g0))

# Diagonal: crossing point, splittings and Fermi points
k0 = brentq(lambda k: bare(k, k, mu)[0], 0, pi, xtol=1e-13)
V0 = hop(k0, k0, g0)
W0 = np.hypot(V0, lam0/2)


def crossing(band, n_orb, g, lam):
    return brentq(lambda k: levels(k, k, mu, n_orb, g, lam)[band], 0, pi, xtol=1e-12)


assert abs(crossing(0, 2, 0, 0) - k0) < 1e-9 and abs(crossing(1, 2, 0, 0) - k0) < 1e-9
gap = {name: np.ptp(levels(k0, k0, mu, 2, *p)) for name, p in cases.items()}
assert abs(gap["both"] - 2*W0) < 1e-8
assert abs(gap["both"]**2 - gap["hopping only"]**2 - gap["spin-orbit only"]**2) < 1e-6
fermi2 = {name: (crossing(1, 2, *p), crossing(0, 2, *p)) for name, p in cases.items()}
distance = {name: np.sqrt(2)*(v[1] - v[0]) for name, v in fermi2.items()}
velocity = 2*(t1 + t2)*np.sin(k0)
linear_distance = 2*np.sqrt(2)*W0/velocity
assert abs(linear_distance/distance["both"] - 1) < 0.03

# Recover the two constants from two-orbital energies alone
lam_found = np.ptp(levels(0.0, 0.0, mu, 2))
g_found = np.sqrt(gap["both"]**2 - lam_found**2)/(8*np.sin(k0)**2)
assert abs(lam_found - lam0) < 1e-8 and abs(g_found - g0) < 1e-8

# Three-orbital Gamma point: one level free of xy, the other pushed by xy
EG = levels(0.0, 0.0, mu)
eG, _, exyG = bare(0.0, 0.0, mu)
assert np.min(np.abs(EG - (eG - lam0/2))) < 1e-8
gamma_gap = EG[2] - EG[1]
dG = lam0**2/(4*(EG[2] - exyG))
assert abs(gamma_gap - lam0 - 2*dG) < 1e-8

# Eigenvectors at k0 show real (hopping) and imaginary (spin-orbit) mixing
Ek, Uk = np.linalg.eigh(block(k0, k0, mu))
exy0 = bare(k0, k0, mu)[2]
rows = []
for n in range(3):
    v = Uk[:, n]
    d = lam0**2/(4*(Ek[n] - exy0))
    tau_x = 2*np.real(np.conj(v[0])*v[1])
    l_sigma = 2*np.real(1j*np.conj(v[0])*v[1])
    assert abs(abs(v[0]) - abs(v[1])) < 1e-8
    assert abs(l_sigma*V0 - tau_x*(lam0/2 + d)) < 1e-6
    rows.append((Ek[n], d, lam0/2 + d, l_sigma/tau_x, abs(v[2])**2))

print(f"t1, t2, t3, t4 = {t1:.0f}, {t2:.0f}, {t3:.0f}, {t4:.0f} meV")
print(f"g = {g0:.0f} meV, lambda = {lam0:.0f} meV")
print(f"mu for four electrons on the grid = {mu_grid:.2f} meV")
print(f"mu used = {mu:.0f} meV, electrons per Ru = {electrons:.3f}")
print(f"largest lattice-versus-momentum level error = {lattice_error:.1e} meV")
print(f"closure bound 2(t1-t2) = {2*(t1-t2):.0f} meV")
print(f"crossing k0 = {k0:.4f} 1/a = {k0/pi:.4f} pi/a")
print(f"V at crossing = {V0:.3f} meV, lambda/2 = {lam0/2:.1f} meV")
print(f"W at crossing = {W0:.3f} meV")
print(f"hopping share V^2/W^2 = {V0**2/W0**2:.4f}")
print(f"spin-orbit share lambda^2/(4W^2) = {lam0**2/4/W0**2:.4f}")
print(f"unmixed areas (fraction of zone): alpha {bare_areas[0]:.3f}, beta {bare_areas[1]:.3f}")
for name in cases:
    print(f"two orbitals, {name}: splitting at k0 = {gap[name]:.3f} meV")
    print(f"  diagonal kx: beta {fermi2[name][0]:.4f}, alpha {fermi2[name][1]:.4f} 1/a")
    print(f"  distance along diagonal = {distance[name]:.4f} 1/a")
    print(f"  zone fractions: alpha {areas[name][0]:.3f}, beta {areas[name][1]:.3f}")
print(f"plain sum of separate splittings = {gap['hopping only']+gap['spin-orbit only']:.3f} meV")
print(f"diagonal velocity de/dk at k0 = {velocity:.2f} meV a")
print(f"linear estimate of distance, both = {linear_distance:.4f} 1/a")
print(f"recovered from two-orbital gaps: lambda = {lam_found:.3f}, |g| = {g_found:.3f} meV")
print(f"three orbitals, xz/yz splitting at Gamma = {gamma_gap:.3f} meV")
print(f"  xy shift 2d at Gamma = {2*dG:.3f} meV")
print(f"e_xy at k0 = {exy0:.3f} meV")
for n, (E, d, im, ratio, w) in enumerate(rows, 1):
    print(f"three orbitals at k0, level {n}: E = {E:.3f} meV, d = {d:.3f} meV")
    print(f"  imaginary mixing = {im:.3f} meV, ratio to V = {ratio:.3f}, xy weight = {w:.3f}")
for name, p in cases.items():
    ks = [crossing(n, 3, *p) for n in (2, 1, 0)]
    print(f"three orbitals, {name}: diagonal kx of E3, E2, E1 zeros =")
    print(f"  {ks[0]:.4f}, {ks[1]:.4f}, {ks[2]:.4f} 1/a")
print(f"three-orbital zone fractions: alpha {np.mean(E3[..., 0] > 0):.3f}, "
      f"beta {np.mean(E3[..., 2] < 0):.3f}, gamma {np.mean(E3[..., 1] < 0):.3f}")
print("done: every assertion held")
```

Running it gives:

```
t1, t2, t3, t4 = 100, 10, 80, 35 meV
g = 5 meV, lambda = 40 meV
mu for four electrons on the grid = 111.67 meV
mu used = 112 meV, electrons per Ru = 4.005
largest lattice-versus-momentum level error = 8.5e-13 meV
closure bound 2(t1-t2) = 180 meV
crossing k0 = 2.1049 1/a = 0.6700 pi/a
V at crossing = -14.817 meV, lambda/2 = 20.0 meV
W at crossing = 24.890 meV
hopping share V^2/W^2 = 0.3543
spin-orbit share lambda^2/(4W^2) = 0.6457
unmixed areas (fraction of zone): alpha 0.117, beta 0.497
two orbitals, hopping only: splitting at k0 = 29.633 meV
  diagonal kx: beta 2.0213, alpha 2.1778 1/a
  distance along diagonal = 0.2213 1/a
  zone fractions: alpha 0.114, beta 0.491
two orbitals, spin-orbit only: splitting at k0 = 40.000 meV
  diagonal kx: beta 2.0022, alpha 2.2143 1/a
  distance along diagonal = 0.2999 1/a
  zone fractions: alpha 0.108, beta 0.487
two orbitals, both: splitting at k0 = 49.781 meV
  diagonal kx: beta 1.9713, alpha 2.2345 1/a
  distance along diagonal = 0.3723 1/a
  zone fractions: alpha 0.106, beta 0.483
plain sum of separate splittings = 69.633 meV
diagonal velocity de/dk at k0 = 189.36 meV a
linear estimate of distance, both = 0.3718 1/a
recovered from two-orbital gaps: lambda = 40.000, |g| = 5.000 meV
three orbitals, xz/yz splitting at Gamma = 43.041 meV
  xy shift 2d at Gamma = 3.041 meV
e_xy at k0 = 14.625 meV
three orbitals at k0, level 1: E = -27.644 meV, d = -9.463 meV
  imaginary mixing = 10.537 meV, ratio to V = -0.711, xy weight = 0.086
three orbitals at k0, level 2: E = -5.279 meV, d = -20.096 meV
  imaginary mixing = -0.096 meV, ratio to V = 0.006, xy weight = 0.501
three orbitals at k0, level 3: E = 47.549 meV, d = 12.149 meV
  imaginary mixing = 32.149 meV, ratio to V = -2.170, xy weight = 0.413
three orbitals, hopping only: diagonal kx of E3, E2, E1 zeros =
  2.0169, 2.0213, 2.1778 1/a
three orbitals, spin-orbit only: diagonal kx of E3, E2, E1 zeros =
  1.8708, 2.1737, 2.2143 1/a
three orbitals, both: diagonal kx of E3, E2, E1 zeros =
  1.8587, 2.1382, 2.2512 1/a
three-orbital zone fractions: alpha 0.101, beta 0.458, gamma 0.645
done: every assertion held
```
